Fowler's Square Law for Internal Photoemission into a Low-k Dielectric, part 2

Light of photon energy hν sends electrons from a metal into an insulating film. How does the yield depend on hν near threshold? The metal's electrons are free, with mass m, and the Fermi energy μ is measured from the band bottom. An electron has normal energy E_x and transverse energy E_t = p_t²/(2m), where p_t is its momentum along the surface, and a = μ − E_x. The barrier top lies Φ above the Fermi level, and δ = hν − Φ.

Fowler's count takes every electron as equally likely to absorb and adds all of hν to the normal energy. Electrons moving towards the surface cross if a < δ. They are a fraction P of all electrons. The yield per absorbed photon is Y = A·P, where A holds what the count omits. The full count at temperature T is

P = (3/(8μ²)) ∫ from −∞ to δ of L(a)/√(1 − a/μ) da,

with L(a) = kT ln(1 + e^(a/kT)), which tends to a for a > 0 as T goes to zero. The integral then has a closed form, checked by counting states in a box. Dropping the square root gives Fowler's thermal law. For kT much less than δ and δ much less than μ, the square law is

P = (3/16)(δ/μ)²,

with relative corrections δ/(3μ) from the band and (π²/3)(kT/δ)² from temperature.

At distance x from the metal, the potential energy above the Fermi level is

V(x) = Φ₀ − qFx − C/x.

Here Φ₀ is the zero-field barrier, q the elementary charge, F the field pulling electrons outwards, and C/x the image term. The top is at x_m = √(C/(qF)).

The example has μ = 7.0 eV, Φ₀ = 4.0 eV, optical permittivity 2.0, F = 1 MV/cm, C = 0.180 eV nm, x_m = 1.342 nm, Φ = 3.732 eV, hν = 4.20 eV, δ = 0.4683 eV and T = 300 K. At this hν, a fraction 0.75 of the electrons is free to absorb.

**Q:** In quantum mechanics an electron just above a barrier can be reflected. Does the square law survive?

**A:** The square law needs a transmission that is nearly constant above the top. Suppose instead that the barrier were an abrupt step of height B = μ + Φ above the band bottom. An electron whose normal energy is e above the step has wave number k₁ inside, proportional to √(B + e), and k₂ outside, proportional to √e. Matching the wave and its slope at a step, with equal masses on both sides, gives the transmission

T_step = 4k₁k₂/(k₁ + k₂)² ≈ 4√(e/B) for e much less than B.

This vanishes at threshold. An electron with a = μ − E_x arrives at e = δ − a above the top. At zero temperature, near threshold, the count is weighted by a and the yield is proportional to

∫ from 0 to δ of a·4√((δ − a)/B) da.

With a = δ(1 − s) this becomes

(4δ^(5/2)/√B) ∫ from 0 to 1 of (1 − s)√s ds = (4δ^(5/2)/√B)(2/3 − 2/5) = 16δ^(5/2)/(15√B).

The exponent is 5/2. A numerical integral with the full step transmission, compared at δ = 10⁻⁴ eV and 2×10⁻⁴ eV, gave 2.498.

**Q:** Then why should I believe 2 and not 5/2 for a real interface?

**A:** The image force rounds the top, and a smooth top reflects less than a step does. I solved the one-dimensional wave equation for V(x) above, with the free-electron mass throughout and the image potential cut off where it meets the metal's band bottom. The transmission was 0.62 at the top, 0.92 at 0.1 eV above it, 0.89 at 0.3 eV and 0.91 at 0.8 eV. At 0.1 eV below the top it was 0.001. It therefore rises within about 0.1 eV of the top and then stays near 0.9, without the square-root onset of the step. The rapid rise to a plateau is the robust feature. The values themselves depend on how the image potential is joined to the metal. A smooth join over about 0.1 nm gives 0.52 at the top and 0.99 above it. An abrupt drop to the band bottom at 0.1 nm gives 0.35 at the top and about 0.8 above it. The wave results below belong to the first cut-off.

At 300 K, with the field fixed, the counts compare as follows.

| δ (eV) | square law | full count | with transmission |
|---|---|---|---|
| 0.1 | 3.83×10⁻⁵ | 4.68×10⁻⁵ | 5.31×10⁻⁵ |
| 0.2 | 1.53×10⁻⁴ | 1.63×10⁻⁴ | 1.69×10⁻⁴ |
| 0.468 | 8.39×10⁻⁴ | 8.67×10⁻⁴ | 8.31×10⁻⁴ |
| 0.8 | 2.45×10⁻³ | 2.56×10⁻³ | 2.39×10⁻³ |

**Q:** In the first row, including reflection has raised the yield.

**A:** Above the top, a transmission below one can only reduce the count. The increase must therefore come from electrons below the top, which the classical count excludes and which tunnel through. At δ = 0.1 eV they more than make up for reflection, and the result is 14 % above the full count. At 0.468 eV reflection prevails and the result is 4 % below it. With this cut-off the square law is close to the wave result at 0.468 eV partly because reflection offsets the thermal and band corrections. The amount of reflection is not universal: at the same δ the smooth join gives 8.70×10⁻⁴ and the drop at 0.1 nm gives 6.89×10⁻⁴.

The local exponents with transmission are 1.52, 1.79, 1.94 and 2.00 for the four rows. The last value is again a balance. The full count alone has exponent 2.04 there. Tunnelling below the top lowers it, because the share of the yield that tunnels falls as δ grows, from about 20 % at 0.1 eV to about 3 % at 0.8 eV.

**Q:** Now the postponed objection. Let the excited electron travel in any direction.

**A:** Suppose the density of states is constant over the energies involved and the direction after absorption is random. At zero temperature, electrons within hν below the Fermi level can reach empty states, and I share the photons equally among them. After absorption, an electron with total energy B + s can cross if its normal part exceeds B. With θ the angle from the normal, this requires cos θ > √(B/(B + s)). The fraction of all directions inside this cone is

(1/2)[1 − √(B/(B + s))] ≈ s/(4B) for s much less than B.

The highest energy reached is μ + hν = B + δ, so s runs from 0 to δ, and each interval ds holds a fraction ds/(hν) of the excited electrons:

P_iso = ∫ from 0 to δ of [s/(4B)] ds/(hν) = δ²/(8Bhν).

The square returns, for a related reason. One power comes from the range of energy, and the other from a cone of escape that closes at threshold. The factor 1/(hν) varies slowly and does not change the leading power.

In the example B = 7.0 + 3.732 = 10.732 eV, and

P_iso = 0.4683²/(8 × 10.732 × 4.20) = 6.08×10⁻⁴.

A count over a grid of energies and angles, with the exact cone condition, gave 5.95×10⁻⁴, about 2 % lower. This is of the size expected from the next term in s/B. For the same δ, Fowler's square law gives 8.39×10⁻⁴ as a fraction of all electrons, or 1.12×10⁻³ if the photons are shared among the electrons free to absorb, as they are here. The two pictures share the exponent and differ in the constant, so an absolute yield is a weaker prediction than the shape of the threshold.

**Q:** The electron's effective mass in the dielectric need not be m. Does that not ruin the separation into normal and transverse energy?

**A:** It couples them. At a smooth interface the momentum along the surface is conserved. If the mass in the dielectric is m_d, the transverse energy there is p_t²/(2m_d) = rE_t, with r = m/m_d. The total energy E_x + E_t + hν is conserved too, so the normal energy left in the dielectric is E_x + hν − (r − 1)E_t. In terms of a, crossing requires

a < δ − (r − 1)E_t.

At zero temperature the state must also be occupied, which means E_t < a. Near threshold the states are spread evenly over the plane of a and E_t, so their number is proportional to an area. At fixed E_t, a runs from E_t to δ − (r − 1)E_t, a length δ − rE_t, which is positive up to E_t = δ/r:

area = ∫ from 0 to δ/r of (δ − rE_t) dE_t = δ²/r − δ²/(2r) = δ²/(2r).

For equal masses the area is δ²/2. The leading yield is therefore multiplied by 1/r = m_d/m, and the exponent stays at 2. For m_d/m = 0.50 and δ/μ = 0.01, a count on a momentum grid gave a factor of 0.500. A rough interface does not conserve the parallel momentum, and this factor then no longer follows.

**Q:** And if the electron is scattered before it reaches the top?

**A:** A simple estimate multiplies the yield by the chance of travelling to x_m without a collision, exp(−x_m/λ), where λ is the mean free path. If λ is taken as 1.0 nm, the factor is 0.261. This takes the path to be along the normal. At fixed field, and if λ does not depend on energy, the factor is then the same for every photon energy and belongs in A. Electrons with transverse energy cross obliquely and travel further, especially near the top, where their normal motion is slow, so fewer of them survive. Their transverse energy can be as large as δ, so the actual loss also depends on photon energy. Averaged over classical paths in V(x) with λ = 1.0 nm and the free-electron mass, the survival is about 0.18 at δ = 0.2 eV, 0.17 at 0.468 eV and 0.16 at 0.8 eV. When the field is changed, x_m moves and the factor changes with it.

**Q:** How does one extract a barrier from the law?

**A:** Take the square root. With a constant A,

√Y = √A·(√3/(4μ))·(hν − Φ).

This is the Fowler plot, a straight line in hν that meets the axis at Φ. The barrier follows without a knowledge of A or μ, provided that A is nearly constant over the range fitted.

**Q:** But the yields you have just shown me do not follow the square law. What does the line give then?

**A:** I fitted an unweighted line to √P at 13 evenly spaced photon energies, with δ from 0.2 to 0.8 eV and T = 300 K. For the full count the intercept agreed with Φ to within 0.1 meV. That agreement comes from two opposing errors. The thermal correction turns δ into about δ + (π²/6)(kT)²/δ. The added term is positive and falls with δ, so its own fitted line is positive at δ = 0 and pulls the intercept to lower energy.

The band correction adds about δ²/(6μ). A line fitted to δ² over evenly spaced points has slope 2c, where c is the centre of the window. Its value at δ = 0 is the mean of δ² less 2c², which equals the variance of δ less c². This is negative here, so the band term pushes the intercept to higher energy. Another window or temperature would upset the balance.

With the wave-mechanical transmission the fitted barrier came out 15 meV below the true 3.732 eV, an error of 0.4 % of the barrier. The other two cut-offs give 4 meV and 6 meV below. The energy dependence of the scattering loss on oblique paths, for λ = 1.0 nm, moves the intercept of the full count about 18 meV below. Quoting such an intercept to a millielectronvolt would claim more than the model supports.

**Q:** Let us finish with damage. How much charge does this put into a film?

**A:** Suppose the metal absorbs 10¹⁴ photons of 4.20 eV per cm², and set A = 1. This choice sets a scale and is not an upper bound. With the full count, the injected charge is

10¹⁴ × 8.67×10⁻⁴ × 1.602×10⁻¹⁹ C = 1.39×10⁻⁸ C per cm²,

or 0.0139 uC/cm². With a mean free path of 1 nm, the estimate for motion along the normal multiplies it by 0.261, giving 0.0036 uC/cm².

If all of the larger charge were trapped in a sheet near the interface, Gauss's law gives a step in the field equal to the charge per area divided by kε₀, where k here is the static permittivity. For k = 2.5 the step is 0.063 MV/cm, about 6 % of the applied field. The trapped electrons oppose further injection, because they weaken the field between themselves and the metal and so raise Φ. In proportion, about 1.6×10¹⁵ absorbed photons per cm² would make the step as large as the applied field, if the yield stayed constant. How soon the fixed-field calculation fails depends on where the sheet lies. For a sheet beyond the barrier top, a step of 30 % of the applied field already lowers the yield by about 18 %. For a sheet at 0.5 nm, inside the top, the same step lowers it by about 6 %.

**Q:** Does any of this describe a real interconnect in a plasma chamber?

**A:** The parameters are rough values for a copper-like electrode on a porous organosilicate film. The static k of 2.5 is typical of such films, and a barrier near 4 eV is a reasonable size. A field of 1 MV/cm belongs to electrical stress testing and is high for normal operation. Several assumptions fail in practice. Copper has d electrons, beginning roughly 2 eV below the Fermi level, which absorb light at 4.2 eV. At zero temperature they cannot supply the electrons counted here, all of which start within δ of the Fermi level, but they do take photons and make A smaller and dependent on hν. Copper lines usually carry a metallic barrier layer, and the relevant Φ is then that of the layer against the film. For a mean free path of 1 nm, the estimate above reduces the charge about fourfold for motion along the normal, and about sixfold once oblique paths are included. At a smooth interface, a dielectric mass of half m would also roughly halve the number of electrons that qualify.

The photon energy is the most important restriction. Processing plasmas also emit vacuum-ultraviolet photons of roughly 10 eV and more. These can exceed the gap of the film and create electrons and holes inside it, which this count does not include. With Φ near 3.7 eV their excess would be comparable with μ, so the expansion in δ/μ fails as well. The square law applies to photons slightly above the injection threshold and below the gap, with δ well above kT and a transmission that is nearly constant. The numerical output gives the remaining values for this example.

Values computed for the example and the checks

```
Fermi energy mu = 7.0 eV; zero-field barrier = 4.0 eV
optical permittivity = 2.0; static k = 2.5
field = 1.0 MV/cm; temperature = 300 K
thermal energy kT = 0.02585 eV
photon energy = 4.20 eV
barrier-top distance = 1.342 nm
barrier lowering = 0.2683 eV
effective barrier phi = 3.7317 eV
excess energy delta = 0.4683 eV; delta/kT = 18.12
P, square law = 8.3927e-04
P, closed form at 0 K = 8.5872e-04
P, box-state count at 0 K = 8.5968e-04
P, Fowler thermal law = 8.4768e-04
P, full count at T = 8.6713e-04
band correction delta/(3 mu) = 2.23 %
thermal correction = 1.00 %
delta for 10 % thermal correction = 0.148 eV
P at threshold, Fowler thermal law = 4.207e-06
Table: delta (eV), h*nu (eV), P square, P Fowler, P full, P wave
  0.100 3.832 3.827e-05 4.657e-05 4.676e-05 5.311e-05
  0.200 3.932 1.531e-04 1.615e-04 1.630e-04 1.689e-04
  0.300 4.032 3.444e-04 3.528e-04 3.578e-04 3.553e-04
  0.468 4.200 8.393e-04 8.477e-04 8.671e-04 8.307e-04
  0.800 4.532 2.449e-03 2.457e-03 2.557e-03 2.385e-03
Local exponent d ln P / d ln delta: delta (eV), 0 K, T, T + wave
  0.100 2.005 1.657 1.515
  0.200 2.010 1.906 1.788
  0.468 2.024 2.004 1.938
  0.800 2.042 2.035 2.000
Image-barrier transmission: energy above top (eV), value
  -0.1 0.001
  +0.0 0.622
  +0.1 0.917
  +0.3 0.889
  +0.8 0.908
abrupt-step exponent near threshold = 2.498
Fowler-plot window = 0.2 to 0.8 eV excess
intercept error, full count = -0.0 meV
intercept error, with wave transmission = -15.4 meV
isotropic model: count = 5.953e-04, law = 6.083e-04
mass ratio m_d/m = 0.50; counted factor = 0.500
assumed mean free path = 1.0 nm; survival to top = 0.261
absorbed photon dose = 1.0e+14 per cm2
injected charge for A = 1: 0.0139 uC/cm2
field if all trapped = 0.0628 MV/cm
```
